\section*{Dipole moment of a rotating polar molecule in a static field, part 2}

A rigid diatomic molecule in a $^1\Sigma$ state, nuclear spin neglected, sits in a static field $F$ along $+z$. The argument under review claims: (i) it has a permanent dipole moment $\mu$, so it has that moment in every state; (ii) for $J=0$ it does not rotate, so its axis has a fixed direction, which any field turns along $F$; (iii) therefore $d=\mu$ and the level shifts by $-\mu F$. Three objections have been made; a fourth follows.

The unit vector $\mathbf n$ (polar angles $\theta,\phi$) points along the axis from the negative to the positive end, $x=\cos\theta$, and $d=\mu\langle\cos\theta\rangle$ is the laboratory moment. The rotational constant $B=\hbar^2/(2I)$ is in joule, with $I=m_r r^2$, reduced mass $m_r$ and bond length $r$. With $w=\mu F/B$ and energy $E$,
\begin{equation}
\left(\hat J^2-w\cos\theta\right)\psi=\varepsilon\,\psi,\qquad \varepsilon=E/B .
\label{eq:reduced}
\end{equation}
Here $\hat J^2$ has eigenvalues $J(J+1)$ on the spherical harmonics $Y_{JM}$, and $M$ is conserved. The Hellmann--Feynman relation is
\begin{equation}
\langle\cos\theta\rangle=-\frac{d\varepsilon}{dw},\qquad d=-\frac{\partial E}{\partial F}.
\label{eq:hf}
\end{equation}
For $\psi=\sum_J a_J|J,M\rangle$ and $c_J=\langle J+1,M|\cos\theta|J,M\rangle$, with $c_J^2=\frac{(J+1)^2-M^2}{(2J+1)(2J+3)}$,
\begin{equation}
\left[J(J+1)-\varepsilon\right]a_J=w\left(c_{J-1}a_{J-1}+c_Ja_{J+1}\right).
\label{eq:rec}
\end{equation}

Field-free eigenstates have $\langle\mathbf n\rangle=0$, because degenerate states share the parity $(-1)^J$. The superposition $(Y_{00}+Y_{10}e^{-2iBt/\hbar})/\sqrt2$ instead has $\langle\cos\theta\rangle=\frac{1}{\sqrt3}\cos\frac{2Bt}{\hbar}$.

In a weak field the ground state has
\begin{equation}
\varepsilon=-\frac{w^2}{6}+\frac{11w^4}{1080}-\dots,\qquad
\frac d\mu=\frac w3-\frac{11w^3}{270}+\dots
\label{eq:cubic}
\end{equation}
The linear law is $d=\alpha_{\rm rot}F$, with $\alpha_{\rm rot}=\mu^2/(3B)$; it overshoots the exact moment by the fraction $11w^2/90$ to leading order. For $J\ge1$, to first order in $w$,
\begin{equation}
\frac d\mu=-w\,\frac{J(J+1)-3M^2}{J(J+1)(2J-1)(2J+3)} .
\label{eq:JM}
\end{equation}

\section{Objection 4: saturation is slow}

For $M=0$, $\hat J^2=-(\sin\theta)^{-1}\partial_\theta\sin\theta\,\partial_\theta$, and $\partial_\theta=-\sin\theta\,\partial_x$ turns this into $-\partial_x(1-x^2)\partial_x$. A strong field confines the state near $x=1$, so put $u=1-x$, $0\le u\le2$. Then $1-x^2=u(2-u)$ and $-wx=-w+wu$, and with primes for $d/du$,
\begin{equation}
-2(u\psi')'+wu\,\psi+(u^2\psi')'=(\varepsilon+w)\,\psi .
\end{equation}
For small $u$ the third term is small. Without it, try $\psi=e^{-\kappa u}$. Since $(u\psi')'=(-\kappa+\kappa^2u)\psi$, the left side is $[2\kappa+(w-2\kappa^2)u]\psi$, an eigenvalue equation if $\kappa=\sqrt{w/2}$. The eigenvalue is $2\kappa=\sqrt{2w}$, and the function has no node, so it is the lowest state. With $u\approx\theta^2/2$ it is the Gaussian of a two-dimensional oscillator. Near the pole $H\approx-B\nabla^2+\frac12\mu F\theta^2-\mu F$, which has effective mass $\hbar^2/(2B)$, stiffness $\mu F$ and quantum $\sqrt{2B\mu F}=B\sqrt{2w}$. Two modes with half a quantum each give the zero-point energy just found.

The dropped term is treated in first order. Extending the range of $u$ to infinity costs only terms of order $e^{-4\kappa}$ times powers of $\kappa$. With weight $2\kappa e^{-2\kappa u}$ the moments are $\langle u\rangle=1/(2\kappa)$ and $\langle u^2\rangle=2/(2\kappa)^2$. Integrating by parts, with vanishing boundary terms,
\begin{equation}
\frac{\int\psi\,(u^2\psi')'du}{\int\psi^2du}=-\frac{\int u^2\psi'^2du}{\int\psi^2du}=-\kappa^2\langle u^2\rangle=-\frac12 .
\end{equation}
In the scaled variable $\kappa u$ the first two terms of the equation are proportional to $\kappa$ and the third is independent of it, so the expansion runs in powers of $1/\kappa$ and the next energy term is of order $w^{-1/2}$:
\begin{equation}
\varepsilon=-w+\sqrt{2w}-\frac12+O(w^{-1/2}),\qquad
\frac d\mu=1-\frac1{\sqrt{2w}}+O(w^{-3/2}).
\label{eq:strong}
\end{equation}
The second form follows from Eq.~\eqref{eq:hf} with $d\sqrt{2w}/dw=1/\sqrt{2w}$, and it agrees with $\langle x\rangle=1-\langle u\rangle$. The shift $-\mu F$ of step (iii) is the first term of a strong-field expansion. The deficit in $d$ is zero-point libration and falls only as $F^{-1/2}$. Solving for the field that gives $d/\mu=f$ yields $w\approx1/[2(1-f)^2]$, so a deficit ten times smaller costs a field a hundred times larger.

\section{A worked case}

The inputs are chosen to be roughly typical of TaN and are not offered as measured values: $m_1=180.948$ u, $m_2=14.003$ u, $r=1.68\times10^{-10}$ m, $\mu=3.0$ D. With $1\ \mathrm{D}=3.33564\times10^{-30}$ C\,m, $1\ \mathrm{u}=1.660539\times10^{-27}$ kg and $\hbar=1.054572\times10^{-34}$ J\,s,
\begin{align}
m_r&=\frac{180.948\times14.003}{180.948+14.003}\ \mathrm u=12.9972\ \mathrm u=2.15823\times10^{-26}\ \mathrm{kg},\nonumber\\
I&=2.15823\times10^{-26}\times(1.68\times10^{-10})^2=6.09140\times10^{-46}\ \mathrm{kg\,m^2},\nonumber\\
B&=\frac{(1.054572\times10^{-34})^2}{2\times6.09140\times10^{-46}}=9.12862\times10^{-24}\ \mathrm J,\nonumber\\
\mu&=3.0\times3.33564\times10^{-30}=1.00069\times10^{-29}\ \mathrm{C\,m},\nonumber\\
\alpha_{\rm rot}&=\frac{(1.00069\times10^{-29})^2}{3\times9.12862\times10^{-24}}=3.6566\times10^{-36}\ \mathrm{C\,m^2/V}.\nonumber
\end{align}
Thus $B/h=13.777$ GHz, or $0.4595\ \mathrm{cm^{-1}}$, and $w=1$ corresponds to $B/\mu=9.1223\times10^5$ V/m. The field-free superposition above would oscillate at $27.554$ GHz, with period $36.29$ ps and amplitude $\mu/\sqrt3=1.7321$ D.

Values called exact were computed numerically by diagonalizing Eq.~\eqref{eq:reduced} in a basis of spherical harmonics large enough that a smaller one gave the same ground-state moment at $w=10^4$, above every field used here. The ground-state solution was confirmed at several fields by a finite-volume solution of the differential equation in $x$ and by finite differences of $\varepsilon$ in Eq.~\eqref{eq:hf}.

At $F=10^5$ V/m, $w=1.00069\times10^{-24}/9.12862\times10^{-24}=0.10962$. The linear law gives $d=3.6566\times10^{-36}\times10^5$ C\,m, with more digits $3.65658\times10^{-31}$ C\,m $=0.10962$ D. The agreement of these digits with $w$ is an accident of the input, since $\mu w/3$ with $\mu=3.0$ D is $w$ debye. The exact moment is $0.10946$ D, against the $3.0$ D of step (iii). The linear law exceeds the exact moment by $0.1467\,\%$ of the exact moment, and $0.122222\times0.10962^2$ predicts $0.1469\,\%$. The level shift divided by $h$ is $-27.572$ MHz exactly and $-(0.10962^2/6)\times13.777$ GHz $=-27.592$ MHz in second order, whereas $-\mu F/h=-1510.2$ MHz. For $J=1$ the exact moments are $-0.06561$ D ($M=0$) and $0.03288$ D ($|M|=1$), next to $-0.06577$ D and $0.03289$ D from Eq.~\eqref{eq:JM}.

The ground-state ratio $d/\mu$ over three decades of field is as follows.
\begin{center}
\begin{tabular}{cccccc}
$F$ (V/m) & $w$ & linear & cubic & exact & Eq.~\eqref{eq:strong}\\
$1\times10^5$ & 0.110 & 0.0365 & 0.0365 & 0.0365 & \\
$3\times10^5$ & 0.329 & 0.1096 & 0.1082 & 0.1082 & \\
$1\times10^6$ & 1.096 & 0.3654 & 0.3117 & 0.3221 & \\
$3\times10^6$ & 3.289 & 1.0962 & & 0.6003 & 0.6101\\
$1\times10^7$ & 10.962 & 3.6540 & & 0.7855 & 0.7864\\
$3\times10^7$ & 32.886 & 10.9621 & & 0.8766 & 0.8767\\
$1\times10^8$ & 109.621 & 36.5405 & & 0.9324 & 0.9325
\end{tabular}
\end{center}
At $w=1$ the exact ratio is $0.2993$. At $w=3$, where the linear law would claim full orientation, it is $0.5803$, and at $w=10$ it is $0.7753$. The strong-field form works earlier than its derivation promises: at $w=3.289$ it gives $0.6101$ against $0.6003$. The ratios $0.5$, $0.9$ and $0.99$ are reached at $w=2.15$, $50.07$ and $5000.06$, where the estimate gives $2.0$, $50.0$ and $5000.0$. The nearly constant offset at large $w$ is what a correction of order $w^{-3/2}$ produces, since the slope of $1-(2w)^{-1/2}$ is also of order $w^{-3/2}$. The fields are $1.9617\times10^6$, $4.5679\times10^7$ and $4.5612\times10^9$ V/m, or about $20$ kV/cm, $460$ kV/cm and $46$ MV/cm. Breakdown usually limits a static field between electrodes in vacuum to the order of $10^7$ V/m, so for these inputs only the first is an ordinary laboratory field, and the last rows of the table lie at or beyond that limit. Half the moment is thus available at $\mu F\approx2B$, whereas nine tenths of it needs $\mu F\approx50B$. At $d/\mu=0.9$ the libration quantum is $\sqrt{2\times50.07}\times13.777$ GHz $=137.9$ GHz in frequency units.

\section{Where the analysis stops applying}

The electron cloud also polarizes and adds roughly $\alpha_{\rm el}F$. For a rough chosen polarizability volume of $10^{-29}\ \mathrm{m^3}$, compare $\alpha_{\rm rot}/(4\pi\varepsilon_0)=3.6566\times10^{-36}/1.11265\times10^{-10}=3.2864\times10^{-26}\ \mathrm{m^3}$, which is some three thousand times larger. At the field for $d/\mu=0.9$ the electronic moment is $1.11265\times10^{-10}\times10^{-29}\times4.5679\times10^7$ C\,m $=0.0152$ D, still small. At the field for $0.99$, about a hundred times larger, it would be a sizeable fraction of $\mu$. A fixed $\mu$ is then no longer a sound assumption, and that figure describes the model only.

The proof of zero moment used the fact that degenerate states share one parity. Molecules with electronic angular momentum about the axis have $\Lambda$ or $\Omega$ doublets, and symmetric tops have $\pm K$ pairs, so states of opposite parity lie at the same $J$ and $M$. For such a pair with splitting $\Delta$ and dipole matrix element $d_0$, the matrix with diagonal entries $\mp\Delta/2$ and off-diagonal entries $-d_0F$ has lower eigenvalue $E=-\sqrt{(\Delta/2)^2+(d_0F)^2}$, and Eq.~\eqref{eq:hf} gives
\begin{equation}
d=\frac{d_0^2F}{\sqrt{(\Delta/2)^2+(d_0F)^2}} .
\end{equation}
For $\Delta>0$ this still vanishes at $F=0$, but it levels off at $|d_0|$ once $|d_0|F\gg\Delta$, which may be far below $B$. The shift then looks linear, and for $\Delta\to0$ the moment jumps at zero field. This is the case in which the argument under review has some footing, although $|d_0|$ is smaller than $\mu$ because the axis is still spread over directions.

Hyperfine couplings conserve parity and do not, barring an accidental coincidence, bring opposite parities together, so field-free eigenstates keep $\langle\mathbf n\rangle=0$. They do alter the gaps and the mixing, and for a heavy nucleus with a large quadrupole moment, such as tantalum, the spin-free results have limits. For nuclear spin $7/2$ and an assumed quadrupole coupling of magnitude $0.5$ to $5$ GHz, the $J=0$ moment of the worked case at $10^5$ V/m changes by up to about $3\,\%$, depending on the nuclear projection. The $J=1$ level then spreads over $0.13$ to $1.25$ GHz, far more than its Stark shift of under $20$ MHz. In that regime $M$ no longer labels the states, and the most negative $J=1$ moment is about $-0.04$ to $-0.05$ D instead of $-0.066$ D. Equation~\eqref{eq:JM} applies only where the Stark shift exceeds the hyperfine spread, so the $J=1$ values quoted above describe the spin-free model. The results also assume a stationary state in the field, reached by raising $F$ slowly compared with the rotational period. A sudden switch leaves a superposition whose moment oscillates.

The argument under review can be repaired by restricting step (i) to the body frame, removing step (ii), and replacing step (iii) with Eq.~\eqref{eq:cubic} for $\mu F\ll B$, Eq.~\eqref{eq:strong} for $\mu F\gg B$, and the numerical solution of Eq.~\eqref{eq:rec} between them.

\section*{Computed values}
\begin{verbatim}
inputs: m1 = 180.948 u, m2 = 14.003 u, r = 1.680e-10 m, mu = 3.0 D
hbar = 1.054572e-34 J s, u = 1.660539e-27 kg
1 D = 3.33564e-30 C m, mu = 1.00069e-29 C m
4 pi eps0 = 1.11265e-10 F/m
reduced mass = 12.9972 u = 2.15823e-26 kg
I = 6.09140e-46 kg m^2, B = 9.12862e-24 J
B/h = 13.777 GHz, B/(hc) = 0.4595 cm^-1
2B/h = 27.554 GHz, period h/(2B) = 36.29 ps
superposition amplitude mu/sqrt3 = 1.7321 D
B/mu (field for w = 1) = 9.1223e+05 V/m
alpha_rot = 3.6566e-36 C m^2/V, volume = 3.2864e-26 m^3
largest field-free |<n>| by quadrature below 1e-12: True
eps2 = -1/6, eps4 = 11/1080, 11/270 = 0.040741, 11/90 = 0.122222
F = 1.0e+05 V/m: mu F = 1.00069e-24 J, w = 0.10962
  linear d = 3.65658e-31 C m = 0.10962 D
  exact d = 3.65122e-31 C m = 0.10946 D
  linear overshoot = 0.1467 %, 11w^2/90 = 0.1469 %
  shift/h: exact -27.572 MHz, -w^2 B/6 -27.592 MHz
  naive shift -mu F/h = -1510.2 MHz
  J=1 M=0: exact -0.06561 D, -w mu/5 -0.06577 D
  J=1 |M|=1: exact 0.03288 D, w mu/10 0.03289 D
F (V/m), w, then d/mu: linear, cubic, exact, asymptotic; exact d (D)
1e+05  0.110  0.0365  0.0365  0.0365  --  0.1095
3e+05  0.329  0.1096  0.1082  0.1082  --  0.3246
1e+06  1.096  0.3654  0.3117  0.3221  --  0.9662
3e+06  3.289  1.0962  --  0.6003  0.6101  1.8008
1e+07  10.962  3.6540  --  0.7855  0.7864  2.3565
3e+07  32.886  10.9621  --  0.8766  0.8767  2.6297
1e+08  109.621  36.5405  --  0.9324  0.9325  2.7973
w = 1: F = 9.1223e+05 V/m, exact d/mu = 0.2993
w = 3: F = 2.7367e+06 V/m, exact d/mu = 0.5803
w = 10: F = 9.1223e+06 V/m, exact d/mu = 0.7753
d/mu = 0.5: w = 2.15 (asymptotic 2.0), F = 1.9617e+06 V/m
d/mu = 0.9: w = 50.07 (asymptotic 50.0), F = 4.5679e+07 V/m
d/mu = 0.99: w = 5000.06 (asymptotic 5000.0), F = 4.5612e+09 V/m
libration quantum/h at d/mu = 0.9: 137.9 GHz
chosen electronic volume = 1e-29 m^3, alpha_rot/alpha_el = 3286
electronic moment at d/mu = 0.9: 0.0152 D
\end{verbatim}
